Layer-Stacking Intensities of the 4H (1 0 L) X-Ray Reflections

**Question**

Silicon carbide for power devices is grown as the 4H polytype. Its close-packed layers follow the sequence ABCB, repeated along the c axis with equal spacing c/4. The in-plane axes a₁ and a₂ have length a and enclose 120°. In fractions of these axes, the lateral positions are

A = (0, 0), B = (1/3, 2/3), C = (2/3, 1/3).

The reflections (1 0 L), written (1 0 −1 L) with four indices, are recorded with X-rays. Until part (d), replace each layer by one identical point scatterer of unit strength per lateral cell, and assume single (kinematic) scattering.

**(a) Write the amplitude F(L) scattered by one cell of four layers.**

*Answer.* A scatterer at position r contributes exp(iG·r), where G is the change of wave vector. At a reflection, G = h b₁ + k b₂ + L b₃, and the reciprocal vectors satisfy aᵢ·bⱼ = 2π if i = j and 0 otherwise, with a₃ along the c axis and of length c. For fractional coordinates (x, y, z) the contribution is therefore

exp[2πi(hx + ky + Lz)].

For integer h, k and L all cells scatter in phase, so one cell is enough to fix the relative intensities.

With h = 1 and k = 0 the lateral part is exp(2πix). Define

ω = exp(2πi/3) = −1/2 + i√3/2.

The letters A, B and C then carry the factors 1, ω and ω². Two properties are needed below: ω³ = 1, and

1 + ω + ω² = (1 − ω³)/(1 − ω) = 0.

Layer j, with j = 0, 1, 2, 3, has height z = j/4. Its height factor is exp(2πiLj/4) = i^(jL), which gives 1, i^L, (−1)^L and (−i)^L in turn. Multiplying by the letter factors of A, B, C, B and adding,

F(L) = 1 + ω i^L + ω² (−1)^L + ω (−i)^L.

**(b) Find the layer-stacking intensity S(L) = |F(L)|² for L = 0, 1, 2 and 3.**

*Answer.* For L = 0 every height factor is 1:

F(0) = 1 + ω + ω² + ω = 0 + ω = ω,

S(0) = |ω|² = 1.

For L = 1 the height factors are 1, i, −1, −i:

F(1) = 1 + iω − ω² − iω = 1 − ω².

The two B layers are half a cell apart and cancel. What remains is one A layer and one C layer. Since the complex conjugate of ω² is ω,

S(1) = (1 − ω²)(1 − ω) = 1 − ω − ω² + ω³ = 1 + 1 + 1 = 3,

where −ω − ω² = 1 and ω³ = 1 were used.

For L = 2 the height factors are 1, −1, 1, −1:

F(2) = 1 − ω + ω² − ω = (1 + ω²) − 2ω = −ω − 2ω = −3ω,

S(2) = 9.

For L = 3 the height factors are 1, −i, −1, i:

F(3) = 1 − iω − ω² + iω = 1 − ω²,

S(3) = 3.

Thus

S(0) : S(1) : S(2) : S(3) = 1 : 3 : 9 : 3.

These are the intensities themselves, not just their ratios, in units of the intensity scattered by one layer. Four layers exactly in phase would give 4² = 16. The strongest of the four reflections falls short of this because the A and C layers add to 1 + ω² = −ω, of modulus 1, while the two B layers add to −2ω. The two parts are in phase and make a total modulus of 3.

**(c) Obtain S(L) again by comparing pairs of layers. Explain why S(3) = S(1), find the sum of the four intensities, and decide whether they depend on how the sequence is labelled. Compare with 2H stacking.**

*Answer.* Give the letters the numbers s = 0, 1, 2, 1, so that layer j has the lateral factor ω^(sⱼ). Multiplying F by its conjugate produces one term for each ordered pair of layers. Collect the pairs with separation m, counting layers cyclically, which is allowed because L is an integer:

S(L) = C₀ + C₁ i^L + C₂ (−1)^L + C₃ (−i)^L,

where Cₘ is the sum over j of ω^(sⱼ₊ₘ − sⱼ).

At m = 0 each term is 1, so C₀ = 4. At m = 1 the steps A→B and B→C each give ω, while C→B and B→A each give ω⁻¹ = ω². Hence

C₁ = 2ω + 2ω² = −2.

At m = 2 the pairs are A→C, B→B, C→A and B→B:

C₂ = ω² + 1 + ω⁻² + 1 = ω² + ω + 2 = 1.

A separation of three layers is cyclically one layer backwards, so C₃ is the conjugate of C₁, which is again −2. Since i^L + (−i)^L = 2 cos(πL/2),

S(L) = 4 − 4 cos(πL/2) + (−1)^L, for integer L.

The values at L = 0, 1, 2, 3 are 4 − 4 + 1 = 1, 4 − 0 − 1 = 3, 4 + 4 + 1 = 9 and 4 − 0 − 1 = 3, in agreement with part (b).

The formula is even in L and has period 4. Therefore S(3) = S(−1) = S(1).

For the sum over L = 0 to 3, each of the factors i^L, (−1)^L and (−i)^L adds to zero. Only C₀ survives:

S(0) + S(1) + S(2) + S(3) = 4 × 4 = 16.

Stacking order redistributes this total among the four reflections but cannot change it.

The labelling does not matter:

- Starting the cell at another layer multiplies F by a power of i.
- Renaming the letters cyclically multiplies F by ω or ω².
- Exchanging B and C replaces ω by its conjugate, which turns F(L) into the conjugate of F(−L). Because S is even, the intensity is unchanged.
- Reversing the stacking direction replaces L by −L, with the same outcome.

The sequence ABAC, for example, is therefore equivalent to ABCB.

The only other close-packed sequence that repeats after four layers is 2H, taken twice. To see this, suppose the first and third letters differ. The second and fourth must each differ from both, so both are the remaining letter, and the stacking is 4H. If the first and third letters agree, the second and fourth may differ, which is again 4H, or agree, which is ABAB. For ABAB,

F(L) = 1 + (−1)^L + ω[i^L + (−i)^L].

This vanishes for odd L. At L = 0 it equals 2 + 2ω = −2ω², with intensity 4. At L = 2 it equals 2 − 2ω, with intensity 4|1 − ω|² = 12. The set is 4, 0, 12, 0, and its sum is again 16. Within this model, intensity at odd L, indexed on the four-layer cell, separates 4H from perfect 2H.

The choice of h and k matters. For h = k = 1 the lateral factor is exp[2πi(x + y)], which is 1 for all three letters. Then F is the sum of the height factors alone: S = 16 when L is a multiple of 4, and 0 for other integers. Such reflections do not distinguish 4H from 2H.

**(d) Each layer of silicon carbide is really a bilayer of Si and C. Which Si–C pair can be taken out as a common factor, and what is that factor? Assume ideal tetrahedral bonds.**

*Answer.* Let each letter mark an Si atom, with a C atom directly above it at the bond length b. The other three bonds of that C atom lead to Si atoms of the next layer. In a regular tetrahedron the cosine of the angle between two bonds is −1/3, so these three bonds each rise by b/3. The layer spacing is therefore

c/4 = b + b/3 = 4b/3, so b = 3c/16.

Each vertical pair has the same internal arrangement whatever its letter. If f_Si and f_C are the atomic form factors, the amplitude of the complete cell is

F_full(L) = F(L) P(L), with P(L) = f_Si + f_C exp(2πi·3L/16).

For real form factors,

|P|² = f_Si² + f_C² + 2 f_Si f_C cos(3πL/8).

The flatter, puckered bilayer, formed by a C atom and the Si atoms of the next layer, does not serve. Its lateral offset is that of A→B in two of the four cases and that of B→A in the other two. Its internal phase then differs between layers and cannot be factored out.

The cosine in |P|² does not have period 4 in L, and the form factors fall as the scattering angle grows. Hence the full intensities at L = 1 and L = 3 need not be equal, although their stacking intensities are.

**(e) Take a = 0.310 nm, the ideal ratio c/a = 3.266 and a wavelength λ = 0.154 nm. Calculate the intensities with the pair factor included.**

*Answer.* The ideal ratio gives c = 1.0125 nm, a layer spacing of 0.2531 nm and a vertical bond of 0.1898 nm. The plane spacing d and the Bragg angle θ follow from

1/d² = 4/(3a²) + L²/c², sin θ = λ/(2d).

For L = 2,

1/d² = 13.87 + 3.90 = 17.78 nm⁻², d = 0.2372 nm,

sin θ = 0.154/0.4744 = 0.325, 2θ = 37.9°.

The form factors come from electron densities of free neutral atoms, computed by unrestricted Hartree–Fock in the cc-pVDZ basis and averaged over directions. They leave out electron correlation, bonding, charge transfer between Si and C, and the resonant correction to scattering that accompanies absorption. At this wavelength the resonant correction alone changes the relative intensities below by up to about 5%, so their last digits should not be compared with a real crystal. At L = 2 they are f_Si = 9.47 and f_C = 3.44 electrons, and cos(3π/4) = −0.707, so

|P|² = 89.8 + 11.8 − 46.1 = 55.5 electrons².

All four reflections, treated in the same way, give:

L = 0: 2θ = 33.3°, |P|² = 188.5, S|P|² = 188.5
L = 1: 2θ = 34.5°, |P|² = 137.7, S|P|² = 413
L = 2: 2θ = 37.9°, |P|² = 55.5, S|P|² = 500
L = 3: 2θ = 43.0°, |P|² = 39.4, S|P|² = 118

Relative to L = 0 the intensities are 1 : 2.19 : 2.65 : 0.63. The L = 3 reflection has become weaker than L = 0, although its stacking intensity is three times larger.

Most of this change is interference within the pair. If the form factors are held at their L = 0 values, 9.95 and 3.78, the cosine alone reduces |P|² from 188.5 to about 43.7 at L = 3. The fall of the form factors with angle accounts for the remaining step to 39.4.

**(f) An unpolarized beam is used, and a small single crystal is turned at constant rate through each reflection, about an axis normal to the scattering plane. Include the effect of angle and of thermal motion, with B = 0.003 nm² for both atoms.**

*Answer.* Polarization in the scattering plane reduces the scattered intensity by cos²2θ; polarization normal to it does not. The average is (1 + cos²2θ)/2.

The rotation adds a second factor. A reciprocal-lattice point at distance G = 2K sin θ, with K = 2π/λ, moves at a speed proportional to G. The component of this velocity normal to the sphere of allowed scattered wave vectors is proportional to G cos θ = K sin 2θ. The time spent reflecting, and so the integrated intensity, varies as 1/sin 2θ. The combined factor is

(1 + cos²2θ)/(2 sin 2θ),

which falls from 1.545 at L = 0 to 1.125 at L = 3.

Isotropic thermal motion multiplies the intensity by

exp(−2B sin²θ/λ²) = exp[−B/(2d²)].

This is 0.979 at L = 0 and 0.967 at L = 3, a relative change of little more than 1%.

With the pair, angle and thermal factors together, the intensities relative to L = 0 are 1 : 2.10 : 2.25 : 0.45. To compare kinematic data with the stacking result, these three factors must first be divided out.

**(g) A coherent stack of 100 cells, 101 nm thick, contains one stacking fault at its middle. The upper half is displaced sideways so that A→C, B→A and C→B. What happens to the four peaks?**

*Answer.* The sequence across the fault is …ABCB|CABA…, in which no two neighbouring letters are equal. The displacement multiplies the amplitude of every upper layer by ω². At integer L the total amplitude is

50F + 50ω²F = 50F(1 + ω²) = −50ωF.

Without the fault it would be 100F. The layer-stacking intensity exactly at each integer L is therefore reduced to (50/100)² = 1/4, and the ratio of these four values remains 1 : 3 : 9 : 3.

These values are no longer the maxima. At a small offset δ from integer L, the upper half gains the further phase 2π × 50δ = 100πδ relative to the lower half. Since ω² = exp(−2πi/3), the two halves are in phase at δ = 1/150. The 50 cells of each half then add to a fraction sin(50πδ)/(50πδ) = sin(π/3)/(π/3) = 0.83 of their full amplitude. Neglecting the small change of F, the intensity there is 0.83², or about 0.7 of the unfaulted peak. The maximum itself lies slightly closer to integer L, near δ = 1/200, and reaches about 0.75, because the amplitude of each half falls as δ grows. At δ = −1/300 the halves cancel. Beyond this zero a weaker maximum appears: at δ = −1/100 the intensity is (2/π)² × 3/4, or about 0.3 of the unfaulted peak. Each peak is thus split into two unequal parts.

The area under a peak behaves differently. Let L vary continuously, and let cell n carry the lateral phase factor pₙ, of modulus 1. The intensity is

|F(L)|² |Σₙ pₙ exp(2πinL)|².

Over a unit interval of L, the cross terms between different cells in the second factor integrate to zero. Its integral is Σₙ|pₙ|² = 100, with or without the fault. The area would be exactly conserved if |F(L)|² were constant over the interval. Since it varies, small changes remain. Direct summation over the 400 layers, with a window of ±1/2 in L around each peak, gives area ratios between 0.994 and 1.004. The fault moves intensity from integer L to the two sides, unequally, and leaves the area almost unchanged.

The equal reduction of the four intensities at integer L belongs to a sideways displacement between complete cells. A fault that inserts m extra layers also raises everything above it. That adds a phase factor i^(mL), which depends on L, so the four intensities at integer L need not be reduced equally.

**(h) How thick may a perfect crystal be before single scattering fails? Consider symmetric transmission at the exact Bragg angle, polarization normal to the scattering plane, and no absorption.**

*Answer.* First find the wave scattered forward by a thin sheet. If each scatterer emits exp(iKR)/R, a ring of radius ρ at distance R has area 2πρ dρ = 2πR dR. For a sheet at distance z, and with very weak damping to remove the far edge,

∫ 2π exp(iKR) dR, from R = z to ∞, = (2πi/K) exp(iKz) = iλ exp(iKz).

A slab of thickness dt contains dt/V cells per unit area, where V is the cell volume. Each cell scatters with strength r_e|F_full|, where r_e is the classical electron radius. A beam inclined at θ to the normal has a path longer by 1/cos θ. The amplitude transferred per unit thickness is therefore iκ, apart from a phase that can be absorbed in the definition of the waves, with

κ = r_e λ |F_full| / (V cos θ).

The diffracted wave is scattered back into the incident direction at the same rate:

dψ₀/dt = iκψ_G, dψ_G/dt = iκψ₀.

Starting from ψ₀ = 1 and ψ_G = 0, the solution is ψ₀ = cos κt and ψ_G = i sin κt. The diffracted fraction is sin²κt, whereas single scattering gives (κt)². For small κt their ratio is 1 − (κt)²/3.

With thermal motion left out, the intensity period π/κ is 42.6, 28.7, 25.8 and 52.2 µm for L = 0, 1, 2 and 3. For L = 2 this means κ = π/25.8 = 0.122 µm⁻¹. At 1 µm the single-scattering result is then too large by about 0.5%. At 10 µm, κt = 1.22 and the true fraction is 0.59 of the single-scattering value, against 0.83 for L = 0. The intensity of L = 2 relative to L = 0 is thus lowered by the factor 0.59/0.83 = 0.71. Strong reflections suffer first because κ is proportional to |F_full|.

**(i) How do these results apply to real device material?**

*Answer.* The lattice lengths and the value of B used here are only rough values for 4H silicon carbide. In transmission at this wavelength, a good wafer strongly breaks two assumptions: single scattering and the absence of absorption, since the absorption length is only about 0.07 mm. Wafers are typically a few tenths of a millimetre thick. For a perfect crystal of 300 µm, the single-scattering formula at L = 2 would give (0.122 × 300)² ≈ 1300 for the diffracted fraction, which cannot exceed 1. A thin epitaxial layer does not avoid this if it continues the lattice of a 4H substrate, because the two scatter as one crystal. The stacking ratio can be compared directly with corrected data when the coherent thickness is near 1 µm or less, where the two-beam estimate for symmetric transmission changes each of the four intensities by at most about 0.5%. A wafer cut normal to the c axis allows this symmetric geometry only for L = 0. For the other reflections the two beams make unequal angles with the surface normal, and the change is somewhat different: about 0.65% for L = 2 at 1 µm, if the surface normal lies in the scattering plane. The angle factor of part (f) assumes a crystal smaller than the beam. For a plate wider than the beam, the illuminated volume adds a further factor 1/cos α, where α is the angle between the incident beam and the surface normal, and this factor must be divided out as well. It runs from 1.04 to 1.07 in symmetric transmission. On a plate cut normal to c it depends on the setting: 1.46 or 1.01 for L = 2, and 2.00 or 1.05 for L = 3. Absorption in 1 µm removes a further 1.5% to 2% of the intensity. For thicker perfect crystals, the values 1, 3, 9 and 3 still enter through |F_full|, but the measured intensities must be analysed with multiple scattering and absorption included.

Values computed for the example and the checks

```
a = 0.310 nm (rough input)
c = 1.0125 nm (ideal c/a = 3.2660)
layer spacing = 0.2531 nm; vertical bond = 0.1898 nm
wavelength = 0.154 nm (rough input)
L=0: exact F = -1/2 + sqrt(3)*I/2
L=0: layer intensity S = 1.000000
L=1: exact F = 3/2 + sqrt(3)*I/2
L=1: layer intensity S = 3.000000
L=2: exact F = 3/2 - 3*sqrt(3)*I/2
L=2: layer intensity S = 9.000000
L=3: exact F = 3/2 + sqrt(3)*I/2
L=3: layer intensity S = 3.000000
sum of S over four L = 16.000000
pair sums, separations 0-3: [ 4. -2.  1. -2.]
allowed sequences: 4H 12, doubled 2H 6
doubled 2H S, L=0-3: [ 4.  0. 12.  0.]
distinct puckered-pair offsets = 2
electrons from density: Si 14.00000, C 6.00000
L=0: d = 0.2685 nm, 2theta = 33.33 deg
L=0: f_Si = 9.946, f_C = 3.782 electrons
L=0: |pair factor|^2 = 188.47 electrons^2
L=1: d = 0.2595 nm, 2theta = 34.52 deg
L=1: f_Si = 9.815, f_C = 3.689 electrons
L=1: |pair factor|^2 = 137.66 electrons^2
L=2: d = 0.2372 nm, 2theta = 37.89 deg
L=2: f_Si = 9.474, f_C = 3.438 electrons
L=2: |pair factor|^2 = 55.51 electrons^2
L=3: d = 0.2101 nm, 2theta = 43.00 deg
L=3: f_Si = 9.027, f_C = 3.101 electrons
L=3: |pair factor|^2 = 39.38 electrons^2
with pair factor, L=2 set to 9: [3.395 7.44  9.    2.129]
thermal B = 0.003 nm^2 (rough input)
Lorentz-polarization factor, L=0-3: [1.545  1.4812 1.3213 1.1253]
thermal intensity factor, L=0-3: [0.9794 0.978  0.9737 0.9666]
with all three factors, L=2 set to 9: [3.994 8.377 9.    1.8  ]
fault example: 100 cells, thickness 101.2 nm
faulted/perfect peak height, L=0-3: [0.25 0.25 0.25 0.25]
faulted/perfect peak area, L=0-3: [1.0013 0.9942 1.0005 1.004 ]
two-beam intensity period (um), L=0-3: [42.57 28.66 25.81 52.22]
two-beam/kinematic at 1 um, L=0-3: [0.9982 0.996  0.9951 0.9988]
two-beam/kinematic at 10 um, L=0-3: [0.8311 0.6585 0.5941 0.885 ]
```
